# Expanding Hermitian matrices on an angular-momentum multiplet in Stevens operators, part 1

(Sections cited here and not found follow in the second part.)

A calculation that ends with a Hermitian matrix on a multiplet of angular momentum $J$, whether an effective Hamiltonian or a density matrix, has to decide how to turn the $(2J+1)^2$ real numbers of that matrix into parameters. The choices are which operators to build, at what rank to stop, and whether to solve a linear system or take one trace per parameter. The Stevens operators $O_k^q$ with $0\le k\le 2J$ and $-k\le q\le k$ are an orthogonal basis of the Hermitian matrices, so each coefficient is one trace divided by a norm known in closed form. Ranks above $2J$ are identically zero and must be left out, since their norm is zero. Ranks up to $2J$ must all be kept, including odd ranks and sine-type operators, unless a symmetry of the matrix, or the form of the operator it represents as in (13), removes them.

## 1. Conventions and statement

We set $\hbar=1$, $X=J(J+1)$, $d=2J+1$, $J_\pm=J_x\pm iJ_y$. The basis is $|m\rangle$ with $m=J,J-1,\dots,-J$ in this order, and $J_+|m\rangle=\sqrt{(J-m)(J+m+1)}\,|m+1\rangle$ with the positive root. The commutators are $[J_z,J_\pm]=\pm J_\pm$ and $[J_+,J_-]=2J_z$. On $d\times d$ matrices the inner product is $(A,B)=\mathrm{Tr}\,A^\dagger B$, with $\|A\|^2=(A,A)$.

The linear map Sym replaces a monomial $x^\alpha y^\beta z^\gamma$ by the average over all distinct orderings of $\alpha$ factors $J_x$, $\beta$ factors $J_y$ and $\gamma$ factors $J_z$. Taking the adjoint reverses each word, and reversal permutes the words in the average, so Sym of a monomial is Hermitian. For a polynomial $P$ with complex coefficients it follows that $\mathrm{Sym}\,\bar P=(\mathrm{Sym}\,P)^\dagger$.

Let $w=x+iy$, $\rho^2=x^2+y^2$ and $0\le q\le k$. Consider polynomials of degree $k$ of the form $w^q\sum_c h_c\,z^{b}\rho^{2c}$ with $b=k-q-2c$. In plane polar coordinates $w^q\rho^{2c}=\rho^{q+2c}e^{iq\phi}$, whose planar Laplacian is $[(q+2c)^2-q^2]\rho^{q+2c-2}e^{iq\phi}=4c(q+c)\,w^q\rho^{2c-2}$. Adding $\partial_z^2$ and collecting the coefficient of $w^qz^{b-2}\rho^{2c}$, the polynomial is harmonic exactly when

$$4(c+1)(q+c+1)\,h_{c+1}=-b(b-1)\,h_c .\tag{1}$$

So $h_0$ fixes everything: there is one harmonic polynomial of this form up to a factor, and it is therefore proportional to $r^kY_{kq}$. We call $g_{kq}=\sum_c h_cz^b\rho^{2c}$ the solution whose coefficients are coprime integers with $h_0>0$. The same condition may be read in the variables $(z,r^2)$: the substitution $\rho^2=r^2-z^2$ and its inverse have integer coefficients, so the common divisor is unchanged, and since $h_c$ alternates in sign by (1), every contribution $h_c(-1)^c$ to the coefficient of $z^{k-q}$ is positive. The real polynomials and the operators are

$$f_k^{q}+if_k^{-q}=w^qg_{kq}\ \ (q>0),\qquad f_k^0=g_{k0},\qquad O_k^{\pm q}=\mathrm{Sym}\,f_k^{\pm q}.\tag{2}$$

Examples are $f_1^{1},f_1^{-1},f_1^0=x,y,z$; $f_2^0=2z^2-\rho^2=3z^2-r^2$; $f_2^1=xz$; $f_2^2=x^2-y^2$; $f_2^{-2}=2xy$. Positive $q$ are cosine types and negative $q$ sine types. A table with another normalisation multiplies each operator by a constant, which rescales the norms below and leaves orthogonality and vanishing intact.

The statements proved are these.

(a) $\mathrm{Tr}\,O_k^qO_{k'}^{q'}=N_{kq}\,\delta_{kk'}\delta_{qq'}$.

(b) $O_k^q=0$ for $k>2J$, and $O_k^q\neq0$ for $k\le 2J$.

(c) With the integers $c_{kq}$ of equation (5),
$$N_{kq}=\frac{\binom{2k}{k-|q|}\,(k!)^2\binom{2J+k+1}{2k+1}}{c_{k|q|}^2\,(2-\delta_{q0})},\qquad N_{20}=\tfrac15J(J+1)(2J-1)(2J+1)(2J+3).$$

(d) Every Hermitian $d\times d$ matrix is uniquely $H=\sum_{k\le2J}\sum_qB_k^qO_k^q$ with real $B_k^q=\mathrm{Tr}(HO_k^q)/N_{kq}$.

## 2. The operators as nested commutators

For real $t$ define polynomials $P_{kq}$, $-k\le q\le k$, by

$$(w-2tz-t^2\bar w)^k=\sum_{q=-k}^{k}P_{kq}\,t^{k-q}.\tag{3}$$

The bracket is $\mathbf a\cdot\mathbf r$ with $\mathbf a=(1-t^2,\ i(1+t^2),\ -2t)$, and $\mathbf a\cdot\mathbf a=(1-t^2)^2-(1+t^2)^2+4t^2=0$. Since $\nabla^2(\mathbf a\cdot\mathbf r)^k=k(k-1)(\mathbf a\cdot\mathbf a)(\mathbf a\cdot\mathbf r)^{k-2}=0$ for all $t$, each $P_{kq}$ is harmonic. In the multinomial expansion take $a$ factors $w$, $b$ factors $-2tz$ and $c$ factors $-t^2\bar w$. Then $a+b+c=k$ and $b+2c=k-q$, so $a=q+c$, and with $w\bar w=\rho^2$,

$$P_{kq}=w^q\sum_c\frac{k!}{(q+c)!\,b!\,c!}\,(-2z)^b(-\rho^2)^c,\qquad q\ge0 .\tag{4}$$

This is harmonic and of the form treated in (1), hence $P_{kq}=c_{kq}w^qg_{kq}$. Its coefficients are integers and the $c=0$ term has the sign $(-1)^{k-q}$, so

$$c_{kq}=(-1)^{k-q}\gcd_{c}\ \frac{k!\,2^{\,b}}{(q+c)!\,b!\,c!},\qquad b=k-q-2c\ge0 .\tag{5}$$

For $k=2,q=0$ the two numbers are $2!\cdot4/2!=4$ and $2!/(1!\,1!)=2$, so $c_{20}=2$. For $k=4,q=2$ they are $4!\cdot4/(2!\,2!)=24$ and $4!/3!=4$, so $c_{42}=4$. For $q=k$ there is one term and $c_{kk}=1$.

Sym has the property $\mathrm{Sym}(\mathbf a\cdot\mathbf r)^k=(\mathbf a\cdot\mathbf J)^k$ for any complex $\mathbf a$. The right side is the sum over all words of $k$ letters. The words with letter counts $(\alpha,\beta,\gamma)$ carry the factor $a_x^\alpha a_y^\beta a_z^\gamma$, their number is $k!/(\alpha!\beta!\gamma!)$, and their sum is that number times their average, which is what the left side gives. Applying Sym to (3) with $A_{kq}=\mathrm{Sym}\,P_{kq}$,

$$F(t)^k=\sum_qA_{kq}\,t^{k-q},\qquad F(t)=J_+-2tJ_z-t^2J_- .\tag{6}$$

Define the maps on matrices $\mathcal L_iM=[J_i,M]$ for $i=x,y,z,\pm$. Because $\frac{d}{dt}e^{tJ_-}Me^{-tJ_-}=e^{tJ_-}[J_-,M]e^{-tJ_-}$, the Taylor series is $e^{tJ_-}Me^{-tJ_-}=\sum_nt^n\mathcal L_-^nM/n!$. For $M=J_+$ the terms are $\mathcal L_-J_+=-2J_z$, $\mathcal L_-^2J_+=-2[J_-,J_z]=-2J_-$ and $\mathcal L_-^3J_+=0$, which gives $e^{tJ_-}J_+e^{-tJ_-}=F(t)$. In the $k$-th power the inner exponentials cancel:

$$F(t)^k=e^{tJ_-}J_+^ke^{-tJ_-},\qquad A_{kq}=\frac{D_{k-q}}{(k-q)!},\qquad D_n=\mathcal L_-^nJ_+^k .\tag{7}$$

The adjoint of $F$ is $F(t)^\dagger=J_--2tJ_z-t^2J_+=-t^2F(-1/t)$. Raising to the power $k$ and using (6), $\sum_qA_{kq}^\dagger t^{k-q}=(-1)^kt^{2k}\sum_{q'}A_{kq'}(-1)^{k-q'}t^{-(k-q')}=\sum_{q'}(-1)^{q'}A_{kq'}t^{k+q'}$. Equal powers have $q'=-q$, so $A_{kq}^\dagger=(-1)^qA_{k,-q}$. From $A_{kq}=c_{kq}(O_k^q+iO_k^{-q})$ with Hermitian $O$,

$$O_k^q=\frac{A_{kq}+A_{kq}^\dagger}{2c_{kq}},\qquad O_k^{-q}=\frac{A_{kq}-A_{kq}^\dagger}{2ic_{kq}}\quad(q>0),\qquad O_k^0=\frac{A_{k0}}{c_{k0}} .\tag{8}$$

For $k=2$ the $t^2$ coefficient of $F^2$ is $4J_z^2-J_+J_--J_-J_+$. With $J_+J_-+J_-J_+=2(J_x^2+J_y^2)=2(X-J_z^2)$ this is $6J_z^2-2X$, and division by $c_{20}=2$ gives $O_2^0=3J_z^2-X$. For $q=k$, $O_k^k=(J_+^k+J_-^k)/2$.

**Vanishing above $2J$.** $J_+^k$ raises $m$ by $k$, and the largest step within the multiplet is $2J$, so $J_+^k=0$ for $k>2J$. By (7) all $A_{kq}$ vanish, and by (8) all $O_k^q$. This is the first half of (b). A spin $1/2$ therefore has no quadrupole operator, and $J=1$ has no rank-4 crystal field.

## 3. Orthogonality

Cyclic invariance of the trace gives, for any matrices $K,A,B$,
$$(A,[K,B])=\mathrm{Tr}\,(A^\dagger K-KA^\dagger)B=\mathrm{Tr}\,[K^\dagger,A]^\dagger B=([K^\dagger,A],B),$$
where $[K^\dagger,A]^\dagger=A^\dagger K-KA^\dagger$. So $\mathcal L_x,\mathcal L_y,\mathcal L_z$ are Hermitian maps and $\mathcal L_+^\dagger=\mathcal L_-$. The Jacobi identity $[K,[K',M]]-[K',[K,M]]=[[K,K'],M]$ shows that the maps obey the commutators of the matrices: $[\mathcal L_x,\mathcal L_y]=i\mathcal L_z$, $[\mathcal L_z,\mathcal L_\pm]=\pm\mathcal L_\pm$, $[\mathcal L_+,\mathcal L_-]=2\mathcal L_z$.

Let $\mathcal C=\mathcal L_x^2+\mathcal L_y^2+\mathcal L_z^2$, a Hermitian map. Since $\mathcal L_-\mathcal L_+=\mathcal L_x^2+\mathcal L_y^2+i[\mathcal L_x,\mathcal L_y]=\mathcal L_x^2+\mathcal L_y^2-\mathcal L_z$,
$$\mathcal C=\mathcal L_-\mathcal L_++\mathcal L_z^2+\mathcal L_z .$$
It commutes with $\mathcal L_-$. The first term gives $[\mathcal L_-\mathcal L_+,\mathcal L_-]=2\mathcal L_-\mathcal L_z$. For the rest, $\mathcal L_z\mathcal L_-=\mathcal L_-(\mathcal L_z-1)$ gives $(\mathcal L_z^2+\mathcal L_z)\mathcal L_-=\mathcal L_-(\mathcal L_z^2-\mathcal L_z)$, so the commutator is $-2\mathcal L_-\mathcal L_z$, and the two cancel.

The matrix $J_+^k$ satisfies $\mathcal L_+J_+^k=0$ and $\mathcal L_zJ_+^k=kJ_+^k$, the latter because the commutator with a product is the sum of $k$ terms each giving $J_+^k$. Hence $\mathcal CJ_+^k=k(k+1)J_+^k$. Applying $\mathcal L_-^{\,n}$, which commutes with $\mathcal C$ and lowers the eigenvalue of $\mathcal L_z$ by one each time,

$$\mathcal CA_{kq}=k(k+1)A_{kq},\qquad \mathcal L_zA_{kq}=qA_{kq}.\tag{9}$$

Eigenvectors of a Hermitian map with different eigenvalues are orthogonal, and $k(k+1)$ is strictly increasing in $k\ge0$, so $(A_{kq},A_{k'q'})=0$ unless $k=k'$ and $q=q'$. By (8) and the adjoint relation, $O_k^{\pm q}$ is a combination of $A_{kq}$ and $A_{k,-q}$. Two Stevens operators with different $k$ or different $|q|$ are therefore orthogonal. For the cosine and sine pair write $A=A_{kq}$, $c=c_{kq}$, $q>0$. Then $\mathrm{Tr}A^2=(A^\dagger,A)=0$, since $A^\dagger$ has weight $-q$ and $A$ has weight $q$, and likewise $\mathrm{Tr}A^{\dagger2}=0$. So
$$\mathrm{Tr}\,O_k^qO_k^{-q}=\frac{\mathrm{Tr}(A^2-AA^\dagger+A^\dagger A-A^{\dagger2})}{4ic^2}=0,\qquad \mathrm{Tr}(O_k^{\pm q})^2=\frac{2\,\mathrm{Tr}A^\dagger A}{4c^2}=\frac{\|A\|^2}{2c^2}.$$
For the sine operator the factor $(2i)^2=-4$ meets the numerator $-2\mathrm{Tr}A^\dagger A$. For $q=0$ the norm is $\|A_{k0}\|^2/c_{k0}^2$. This proves (a). Because $O_0^0=1$, every operator with $k>0$ is traceless.

Orthogonality belongs to the symmetrised operators and can be lost if $r^2\to X$, $z\to J_z$ is substituted in the classical polynomial. To see this we need $O_4^0$. The $t^4$ coefficient of $F^4$ is $16J_z^4-4\Sigma_1+\Sigma_2$, where $\Sigma_1$ is the sum of the 12 orderings of $J_+,J_-,J_z,J_z$ and $\Sigma_2$ the sum of the 6 orderings of $J_+,J_+,J_-,J_-$. All are diagonal. Let $e(m)=X-m(m+1)$ be the factor for going from $m$ to $m+1$ and back, and $Y=X-m^2$, so that $e(m)=Y-m$ and $e(m-1)=Y+m$. When $J_+$ acts before $J_-$, the two $J_z$ fall into three slots with values $m,\,m+1,\,m$, and the six placements sum to $3m^2+2m(m+1)+(m+1)^2=6m^2+4m+1$. The opposite order gives $6m^2-4m+1$. Hence $\Sigma_1=(Y-m)(6m^2+4m+1)+(Y+m)(6m^2-4m+1)=2Y(6m^2+1)-8m^2$. In $\Sigma_2$ the four paths that return to $m$ after two steps sum to $[e(m)+e(m-1)]^2=4Y^2$, and the other two give $(Y-m)(Y-3m-2)+(Y+m)(Y+3m-2)=2Y^2-4Y+6m^2$. Then $A_{40}=16m^4-48Ym^2-12Y+38m^2+6Y^2=70m^4-(60X-50)m^2+6X^2-12X$, and with $c_{40}=2$,
$$O_4^0=35J_z^4-(30X-25)J_z^2+3X^2-6X .$$
The substituted form $35J_z^4-30XJ_z^2+3X^2$ equals $O_4^0-25J_z^2+6X$. With $J_z^2=(O_2^0+X)/3$, its trace against $O_2^0$ is $-25N_{20}/3$, which for $J=7/2$, where $N_{20}=1512$, is $-12600$.

## 4. Norms

Suppose $\mathcal L_+D_{n-1}=\lambda_{n-1}D_{n-2}$, with $\lambda_0=0$. Then $\mathcal L_+D_n=\mathcal L_-\mathcal L_+D_{n-1}+2\mathcal L_zD_{n-1}=[\lambda_{n-1}+2(k-n+1)]D_{n-1}$, because $D_{n-1}$ has weight $k-n+1$. Summing, $\lambda_n=\sum_{j=1}^n2(k-j+1)=n(2k-n+1)$. The adjoint relation gives $\|D_n\|^2=(D_n,\mathcal L_-D_{n-1})=(\mathcal L_+D_n,D_{n-1})=\lambda_n\|D_{n-1}\|^2$. The product is $\prod_{j=1}^nj(2k-j+1)=n!\,(2k)!/(2k-n)!$, and dividing by $(n!)^2$ with $n=k-q$,

$$\|A_{kq}\|^2=\binom{2k}{k-q}\|J_+^k\|^2 .\tag{10}$$

For $\|J_+^k\|^2=\sum_m\langle m|J_-^kJ_+^k|m\rangle$ put $n=J+m=0,\dots,2J$. Each raising step contributes $(J-m-j)(J+m+j+1)$, so the summand is
$$\prod_{j=0}^{k-1}(2J-n-j)(n+j+1)=k!\binom{2J-n}{k}\,k!\binom{n+k}{k}.$$
It is nonzero for $p=2J-k-n\ge0$, where $\binom{2J-n}{k}=\binom{p+k}{k}$. Differentiating the geometric series $s$ times gives $(1-\xi)^{-s-1}=\sum_n\binom{n+s}{s}\xi^n$. The sum of $\binom{n+k}{k}\binom{p+k}{k}$ over $n+p=2J-k$ is the coefficient of $\xi^{2J-k}$ in $[(1-\xi)^{-k-1}]^2=(1-\xi)^{-(2k+1)-1}$, which is $\binom{2J-k+2k+1}{2k+1}$. Thus

$$\|J_+^k\|^2=(k!)^2\binom{2J+k+1}{2k+1}.\tag{11}$$

The binomial is positive when $2J+k+1\ge2k+1$, that is $k\le2J$, which completes (b). Equations (10), (11) and the factors of Section 3 give the general formula in (c). For $k=2$, $q=0$, $c_{20}=2$,
$$N_{20}=\frac{6\cdot4}{4}\binom{2J+3}{5}=\frac{6\,(2J+3)(2J+2)(2J+1)(2J)(2J-1)}{120}=\frac{J(J+1)(2J-1)(2J+1)(2J+3)}{5},$$
where $(2J+2)(2J)=4J(J+1)$ and $24/120=1/5$.

The same result follows from the diagonal form. We need $S_p(J)=\sum_mm^p$, which obeys $S_p(J)-S_p(J-1)=2J^p$ for even $p$. The candidates are $S_2=dX/3=(2J^3+3J^2+J)/3$ and $S_4=dX(3X-1)/15=(6J^5+15J^4+10J^3-J)/15$. Under $J\to-J-1$, $X$ is unchanged and $d$ changes sign, so each candidate satisfies $S(J-1)=-S(-J)$, and $S(J)-S(J-1)=S(J)+S(-J)$ is twice the part even in $J$, namely $2J^2$ and $2J^4$. Both vanish at $J=0$ and at $J=-1/2$, which start the integer and half-integer recursions correctly. Then
$$\sum_m(3m^2-X)^2=9S_4-6XS_2+dX^2=dX\left[\tfrac35(3X-1)-X\right]=\tfrac15dX(4X-3),$$
and $4X-3=4J^2+4J-3=(2J-1)(2J+3)$. For $2J=1,\dots,7$ the values are $0,6,36,126,336,756,1512$. The zero at $J=1/2$ is statement (b). At large $J$, $N_{20}/d\to\tfrac45J^4$, the average of $J^4(3u^2-1)^2$ over $u=\cos\theta$ uniform on $[-1,1]$, since $9/5-2+1=4/5$.

The table evaluates (5), (11) and (c), the last two for $J=7/2$.

| $k$ | $c_{k0},\dots,c_{kk}$ | $\Vert J_+^k\Vert^2$ | $N_{k0}$ |
|---|---|---|---|
| 0 | 1 | 8 | 8 |
| 1 | −2, 1 | 84 | 42 |
| 2 | 2, −4, 1 | 1008 | 1512 |
| 3 | −4, 3, −6, 1 | 11880 | 14850 |
| 4 | 2, −8, 4, −8, 1 | 126720 | 2217600 |
| 5 | −4, 10, −40, 5, −10, 1 | 1123200 | 17690400 |
| 6 | 4, −24, 15, −20, 6, −12, 1 | 7257600 | 419126400 |
| 7 | −8, 7, −14, 7, −28, 7, −14, 1 | 25401600 | 1362160800 |

This part has proved statements (a), (b) and (c): the Stevens operators are mutually orthogonal, vanish exactly for ranks above $2J$, and have norms known in closed form. It remains to prove the expansion (d), to describe its implementation, and to apply it to a $3\times3$ matrix and to the $J=7/2$ multiplet of Yb³⁺.
